# The adaptively compressed exchange operator, derived by rank and by minimization

## The situation

In a plane-wave calculation with a hybrid functional, an iterative eigensolver improves trial orbitals by acting on them repeatedly with the Hamiltonian. The kinetic energy and the local potential are cheap to apply. Exact exchange is not: to act on one trial function $f$, it forms the pair density of $f$ with each of the $N$ occupied orbitals and finds the potential of every pair density. One action on $N$ functions therefore costs $N^2$ Poisson-type solves, and the eigensolver asks for many actions.

Yet the energy and the density involve only what exchange does to the occupied orbitals. Can the result of one expensive action be stored as a small operator that gives the same answer on the whole occupied subspace? The adaptively compressed exchange operator, ACE, does this. It is derived below in two ways: from a demand on rank, and from a minimization.

## The exchange operator and its sign

Atomic units are used in the algebra. Let $\phi_1,\dots,\phi_N$ be orthonormal occupied orbitals of one spin in a periodic cell of volume $\Omega$, all with the same Bloch vector. On functions with that Bloch vector,

$$
(Vf)(\mathbf r)=-\sum_{i=1}^N\phi_i(\mathbf r)\int \phi_i^*(\mathbf r')\,v(\mathbf r-\mathbf r')\,f(\mathbf r')\,d\mathbf r' .
$$

The $\phi_i$ inside $V$ stay fixed while $V$ acts, so $V$ is linear. The interaction $v$ is real and even. Exchanging $\mathbf r$ with $\mathbf r'$ and conjugating then leaves the kernel unchanged, so $V$ is Hermitian. In a finite plane-wave basis, $V$ denotes this operator projected on the basis; it remains Hermitian, and its expectation values for functions in the basis are unchanged.

The sign of $V$ decides whether a Cholesky factor exists. The pair density $p_i=\phi_i^*f$ is periodic, because the Bloch phases cancel. Write

$$
p_i(\mathbf r)=\frac1\Omega\sum_{\mathbf q}\rho_i(\mathbf q)e^{i\mathbf q\cdot\mathbf r},\qquad
\rho_i(\mathbf q)=\int_\Omega p_i(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d\mathbf r .
$$

Convolution with $v$ multiplies each coefficient by the Fourier transform $\hat v(\mathbf q)$. Since $f^*\phi_i=p_i^*$, and $\int_\Omega p_i^*e^{i\mathbf q\cdot\mathbf r}d\mathbf r=\rho_i^*(\mathbf q)$,

$$
-\langle f|V|f\rangle=\frac1\Omega\sum_{i}\sum_{\mathbf q}\hat v(\mathbf q)\,|\rho_i(\mathbf q)|^2 .
\tag{1}
$$

This is a sum of self-interactions of the pair densities. Assume $\hat v(\mathbf q)>0$ for every $\mathbf q$, as holds for the screened interaction $\mathrm{erfc}(\omega r)/r$. Then (1) is never negative, and it vanishes only if $\phi_i^*f=0$ for all $i$.

For $f=\sum_i c_i\phi_i$ in the occupied subspace, multiply $\phi_i^*f=0$ by $c_i^*$ and sum over $i$. The result is $|f|^2=0$, so $f=0$. Hence $V$ is strictly negative on the occupied subspace. In a finite plane-wave basis it is strictly negative on the whole space: nonzero finite sums of plane waves are analytic, and the product of two of them cannot vanish everywhere.

Now let $\psi=(\psi_1,\dots,\psi_N)$ be any basis of the occupied subspace, not necessarily orthonormal. Treat $\psi$ as a matrix whose columns are functions, so that $\psi^\dagger W$ is a matrix of inner products, and define

$$
W=V\psi,\qquad M=\psi^\dagger W,\qquad M_{kl}=\langle\psi_k|V|\psi_l\rangle .
\tag{2}
$$

Since $V$ is Hermitian, $M^\dagger=M$, and therefore $W^\dagger\psi=M^\dagger=M$. For a nonzero coefficient vector $c$, $c^\dagger Mc=\langle\psi c|V|\psi c\rangle<0$. Thus $-M$ is positive definite and has a Cholesky factorization $-M=LL^\dagger$, with $L$ lower triangular and its diagonal positive.

The positivity of $\hat v(0)$ can be relaxed. Suppose $\hat v(0)$ is set to zero while all other $\hat v(\mathbf q)$ stay positive. Then (1) vanishes when every $\phi_i^*f$ is a constant $a_i$. For nonzero $f=\sum_ic_i\phi_i$ this gives $|f|^2=\sum_ic_i^*a_i$, a nonzero constant, so $f$ has no zeros and $\phi_i=a_i^*/f^*$. All orbitals would be proportional, which is impossible for $N\ge2$. For $N=1$ and an orbital of constant modulus, such as one plane wave, $M=0$ and the construction fails.

## First derivation: Hermitian, rank $N$, correct on the occupied orbitals

We look for an operator $O$ that satisfies

$$
O\psi=W,\qquad O^\dagger=O,\qquad \operatorname{rank}O=N .
\tag{3}
$$

The first condition is exactness: by linearity, $O\psi c=Wc=V\psi c$ for every occupied function $\psi c$. The second keeps the Hamiltonian Hermitian. The third makes storage as small as possible. A lower rank cannot work, because the columns of $W$ are independent: if $Wc=0$, then $Mc=\psi^\dagger Wc=0$, and $c=0$ since $M$ is invertible.

The range of $O$ contains the $N$ independent columns of $W$ and has dimension $N$, so it is the span of $W$. The orthogonal projector on that span is

$$
\Pi=W(W^\dagger W)^{-1}W^\dagger .
$$

Thus $\Pi O=O$. The adjoint of this equation is $O\Pi=O$, because $O$ is Hermitian. Together they give $O=\Pi O\Pi$, which has the form

$$
O=WBW^\dagger,\qquad B=(W^\dagger W)^{-1}W^\dagger OW(W^\dagger W)^{-1}.
$$

Only the $N\times N$ matrix $B$ is still unknown. Exactness fixes it:

$$
W=O\psi=WB\,(W^\dagger\psi)=WBM .
$$

Hence $W(BM-1)=0$. The columns of $W$ are independent, so $BM=1$ and $B=M^{-1}$. Conversely, $WM^{-1}W^\dagger$ is Hermitian, has rank $N$, and gives $WM^{-1}M=W$ on $\psi$. The conditions (3) therefore have one solution,

$$
V_{\rm ACE}=WM^{-1}W^\dagger .
\tag{4}
$$

The Cholesky factor turns this into a sum of projector-like terms. From $M=-LL^\dagger$,

$$
M^{-1}=-(LL^\dagger)^{-1}=-L^{-\dagger}L^{-1},\qquad L^{-\dagger}\equiv(L^\dagger)^{-1}.
$$

With $\xi=WL^{-\dagger}$, whose adjoint is $\xi^\dagger=L^{-1}W^\dagger$,

$$
V_{\rm ACE}=-WL^{-\dagger}L^{-1}W^\dagger=-\xi\xi^\dagger=-\sum_{k=1}^N|\xi_k\rangle\langle\xi_k| .
\tag{5}
$$

The minus sign is the sign of exchange, carried by $M$. No inverse need be formed, since $\xi^\dagger$ solves the triangular system $L\xi^\dagger=W^\dagger$. Acting on a new function now takes $N$ inner products and a linear combination of $N$ stored functions, with no Poisson solve.

The choice of basis does not matter. For an invertible matrix $A$, $\psi\to\psi A$ gives $W\to WA$ and $M\to A^\dagger MA$, so

$$
WA\,(A^\dagger MA)^{-1}A^\dagger W^\dagger
=WA\,A^{-1}M^{-1}A^{-\dagger}A^\dagger W^\dagger=WM^{-1}W^\dagger .
$$

A hybrid fraction $\alpha>0$ is equally simple: $W$ and $M$ each gain a factor $\alpha$, and (4) gains $\alpha^2/\alpha=\alpha$.

Each condition in (3) does work. Let $P$ be the orthogonal projector on the occupied subspace. The operator $VP$ agrees with $V$ there but is in general not Hermitian. The operator $VP+PV-PVP$ is Hermitian and also agrees, since on $\psi$ the last two terms cancel, but its rank can reach $2N$.

## Second derivation: the best occupied substitute for a function

The second route does not ask for exactness or for a given rank. It asks how well exchange on an arbitrary $f$ can be represented by exchange on an occupied function $g=\psi a$. By (1), a natural measure of the mismatch is the self-interaction of the pair densities that $g$ misses,

$$
E(a)=-\langle f-\psi a|V|f-\psi a\rangle\ge0 .
$$

Set $b=W^\dagger f$. Then $\langle\psi a|V|f\rangle=a^\dagger b$ and $\langle f|V|\psi a\rangle=b^\dagger a$, so

$$
E(a)=-\langle f|V|f\rangle+a^\dagger b+b^\dagger a-a^\dagger Ma .
$$

To complete the square, expand

$$
-(a-M^{-1}b)^\dagger M(a-M^{-1}b)=-a^\dagger Ma+a^\dagger b+b^\dagger a-b^\dagger M^{-1}b .
$$

It follows that

$$
E(a)=-\langle f|V|f\rangle+b^\dagger M^{-1}b-(a-M^{-1}b)^\dagger M(a-M^{-1}b).
\tag{6}
$$

Because $M$ is negative definite, the last term, with its sign, is nonnegative and vanishes only at $a=M^{-1}b$. The best substitute is therefore

$$
g_f=\psi M^{-1}W^\dagger f .
$$

Now define the compressed operator as true exchange acting on the substitute:

$$
\widetilde Vf=Vg_f=V\psi M^{-1}W^\dagger f=WM^{-1}W^\dagger f .
$$

This is (4) again. The Cholesky factor acquires a meaning here. The functions $\tilde\psi=\psi L^{-\dagger}$ satisfy

$$
-\tilde\psi^\dagger V\tilde\psi=L^{-1}(-M)L^{-\dagger}=L^{-1}LL^\dagger L^{-\dagger}=1 ,
$$

so they are orthonormal in the inner product defined by $-V$. The stored functions are $\xi=V\tilde\psi$. The coefficients of $g_f$ in this basis are $-\tilde\psi^\dagger Vf=-\xi^\dagger f$, and applying $V$ to $g_f=-\tilde\psi\,\xi^\dagger f$ gives $-\xi\xi^\dagger f$, in agreement with (5).

Exactness follows from the minimum. If $f=\psi c$ is occupied, the choice $a=c$ gives $E=0$, the lowest possible value. The minimizer is unique, so $g_f=f$ and $\widetilde Vf=Vf$.

The same calculation gives information away from the occupied subspace. At the minimum, (6) reads

$$
\min_aE(a)=\langle f|V_{\rm ACE}-V|f\rangle\ge0 .
\tag{7}
$$

Also $\langle f|V_{\rm ACE}|f\rangle=-\|\xi^\dagger f\|^2\le0$. In the sense of expectation values, then,

$$
V\le V_{\rm ACE}\le0 .
\tag{8}
$$

Compression can weaken exchange but cannot strengthen it. When $V$ is strictly negative on the whole space, (7) vanishes only if $f-\psi a=0$ for some $a$. The null space of $D=V_{\rm ACE}-V$ is then the occupied subspace and nothing more.

## What each derivation assumes

The first derivation uses the Hermiticity of $V$ and the invertibility of $M$. Formula (4) and its exactness do not need a definite sign. If $V$ were replaced by a Hermitian operator with an invertible but indefinite $M$, (4) would still hold, while the factorization $-M=LL^\dagger$ and the form $-\xi\xi^\dagger$ would be lost. Negative definiteness on the occupied subspace is needed only for the Cholesky step. The rank is an input, and the return is uniqueness. Nothing is learned about the error on other functions.

The second derivation needs more: $V$ must be nonpositive on the whole space, or $E(a)$ would not measure an error, and $M$ must be negative definite, or the minimizer would not be unique. The return is the bound (8) and a meaning for the error. The rank is an outcome, because the substitute is sought in an $N$-dimensional space.

Neither derivation requires $\psi$ to span just the occupied subspace. One may add empty orbitals to $\psi$ while the $\phi_i$ inside $V$ stay as they are. If $V$ is strictly negative on the enlarged span, every step holds with the larger number of columns, and the operator becomes exact on the added orbitals too.

## Consequences for levels and self-consistency

Let $H=h+V$, where $h$ holds all other terms, and let its $N$ lowest eigenfunctions be the $\phi_i$, separated by a gap from the rest. Set $H_{\rm ACE}=H+D$. Since $D\phi_i=0$, each $\phi_i$ remains an eigenfunction with its level unchanged. Since $D\ge0$, the min-max principle says that no ordered eigenvalue can fall. Level $N+1$ therefore stays above the occupied ones, and the filling is preserved. Empty levels are in general too high, so a gap read from $H_{\rm ACE}$ is an upper bound to the gap of $H$.

During a self-consistent cycle the orbitals move away from those used to build $W$. Take $f=\cos\theta\,\psi_0+\sin\theta\,\chi$, with $\psi_0$ occupied and $\chi$ orthogonal to the occupied subspace. Because $D\psi_0=0$ and $D$ is Hermitian,

$$
Df=\sin\theta\,D\chi,\qquad \langle f|D|f\rangle=\sin^2\theta\,\langle\chi|D|\chi\rangle .
\tag{9}
$$

The error of the action is of first order in the rotation, and that of the expectation value is of second order. These orders compare ACE with the $V$ it was built from, with the $\phi_i$ inside $V$ held fixed. In a cycle those $\phi_i$ move as well, and $V$ itself changes at first order in the rotation. Measured against exchange built from the new orbitals, an old ACE operator is then in general wrong at first order in the expectation value too, and (8) does not fix the sign of that error. For both reasons the operator must be rebuilt as the orbitals change, which is the sense of "adaptively".

If the cycle converges, the orbitals obey $H_{\rm ACE}\phi_i=\varepsilon_i\phi_i$ with ACE built from themselves. Exactness then gives $H\phi_i=\varepsilon_i\phi_i$, so they also solve the full equations. One reservation remains. The levels of $H$ may lie below those of $H_{\rm ACE}$, so one should check that no empty level of $H$ lies below an occupied one.

## A worked example

The model is a cubic cell of edge 4.0 Å with six smeared unit charges in three pairs and six electrons in three doubly occupied orbitals. It uses 123 plane waves and one Bloch vector. The Hamiltonian contains kinetic, external and Hartree terms and full exchange with $v=\mathrm{erfc}(\omega r)/r$, $\omega=0.5$ Å$^{-1}$. The charges are Gaussians of width 0.4 Å. Each pair lies along one Cartesian axis, at $-0.3$ and $0.7$ Å, with the other two coordinates at 2.0 Å, and the Bloch vector is $(0.1,0.2,0.3)$ in units of $2\pi$ over the cell edge. The $\mathbf G=0$ components of the external and Hartree potentials are set to zero. This convention fixes the zero of the levels and of the energy: keeping the finite $\mathbf G=0$ remainder of the smeared-charge potential would shift every level by 1.36 eV and the energy by 8.14 eV, and would leave the gaps unchanged. Correlation, long-range exchange and an integration over Bloch vectors are left out, so the numbers describe this model and no material. They also belong to this basis: with 257 plane waves the electronic energy below changes by $-0.07$ eV, the exchange energy by $-0.04$ eV, and the levels and gaps by less than 0.01 eV.

One build of $W$ takes $3^2=9$ solves when every pair is treated separately. Because $v$ is real and even, the potentials of $\phi_i^*\phi_j$ and $\phi_j^*\phi_i$ are complex conjugates, so $N(N+1)/2=6$ would suffice; the counts below use 9. In the basis of the self-consistent orbitals, the moduli of the elements of $M$, in eV, are

$$
|M|=\begin{pmatrix}5.9999&0.1522&0.1152\\0.1522&5.7098&0.1138\\0.1152&0.1138&5.9976\end{pmatrix},
$$

and the diagonal elements themselves are negative. The eigenvalues, $-6.136$, $-5.976$ and $-5.595$ eV, confirm that $M$ is negative definite. The first Cholesky steps are

$$
L_{11}=\sqrt{5.9999}=2.4495,\qquad |L_{21}|=\frac{0.1522}{2.4495}=0.0621,
$$

$$
L_{22}=\sqrt{5.7098-0.0621^2}=2.3887,
$$

in units of $\sqrt{\text{eV}}$. The last diagonal element is $L_{33}=2.4481$.

For orthonormal orbitals the exchange energy is $\frac12\cdot2\sum_i\langle\phi_i|V|\phi_i\rangle=\operatorname{Tr}M$: the half removes double counting and the two counts spins. Here

$$
E_x=-5.9999-5.7098-5.9976=-17.707\ \text{eV}=-0.6507\ \text{hartree}.
$$

The role of $\hat v(0)$ is visible as well. Without the $\mathbf q=0$ term the eigenvalues of $M$ become $-3.309$, $-3.149$ and $-2.768$ eV. Each has risen by 2.827 eV. The shift is uniform because $\rho_i(0)=\langle\phi_i|f\rangle$, so by (1) this term contributes $-\hat v(0)/\Omega$ times the identity on the occupied subspace.

On the occupied subspace, ACE and full exchange agree to rounding error. The three occupied levels are $-5.442$, $-0.916$ and $0.660$ eV with either operator. The lowest empty level is 5.655 eV with $V$ and 7.730 eV with ACE, so the gap grows from 4.995 to 7.070 eV. When the three lowest empty orbitals of $H$ are added to $\psi$, that level returns to 5.655 eV. In practice only the empty orbitals of $H_{\rm ACE}$ are at hand. Adding those gives 5.671 eV, rebuilding from the new orbitals gives 5.656 eV, and further rebuilds approach 5.655 eV.

The rise can be bounded from above. For the lowest empty orbital $\chi$ of $H$,

$$
\langle\chi|D|\chi\rangle=-0.0913-(-2.3007)=2.2094\ \text{eV}.
$$

This orbital is orthogonal to the occupied eigenfunctions of $H_{\rm ACE}$, so it is a valid trial function for the first empty level. The level cannot exceed $5.655+2.209=7.864$ eV, and 7.730 eV respects this.

Now rotate the highest occupied orbital toward $\chi$ by $\theta=0.10$, leaving $V$ and $V_{\rm ACE}$ as they were built. Equation (9) predicts an expectation error of $\sin^2(0.10)\times2.2094=0.0220$ eV, which is the value found. Halving the angle reduces it to 0.0055 eV, a factor of four, while the norm of the action error falls from 0.243 to 0.122 eV, a factor of two.

Finally, two self-consistent runs from the same start, one with full exchange and one with ACE rebuilt at every step, both give an electronic energy of $-2.6115$ eV without the ion-ion term. With the same simple mixing, the ACE run took 58 steps and the full run 39. In this program each ACE step needed 9 pair-density solves, against $3\times123=369$ to build the full exchange matrix. The comparison of 9 with 369 belongs to building the whole matrix. An iterative solver would pay 9 solves for each action of full exchange on three orbitals, and ACE saves the repeated actions between builds, which this example does not count. The numerical check tests the agreement of the two self-consistent energies, exactness, and the inequality $V\le V_{\rm ACE}$ of (8); the other half, $V_{\rm ACE}\le0$, holds by the form $-\xi\xi^\dagger$. Uniqueness is only spot-checked: random Hermitian terms added on the complement of the occupied subspace keep exactness but raise the rank above $N$.

## Computed values

```
cell edge: 4.0 angstrom; charge smearing: 0.4 angstrom
pair separation: 1.0 angstrom; shift along pair axis: 0.2 angstrom
screening omega: 0.5 1/angstrom
charge positions (angstrom): [[-0.3, 2.0, 2.0], [0.7, 2.0, 2.0], [2.0, -0.3, 2.0], [2.0, 0.7, 2.0], [2.0, 2.0, -0.3], [2.0, 2.0, 0.7]]
Bloch vector (units of 2 pi/cell edge): 0.1 0.2 0.3
plane waves: 123; occupied orbitals: 3; grid edge: 13 points
plane-wave sphere energy: 84.61 eV
FFT versus explicit exchange, largest difference: 3.0e-15 eV
absolute values of M, row by row (eV):
   5.9999 0.1522 0.1152
   0.1522 5.7098 0.1138
   0.1152 0.1138 5.9976
diagonal of M (eV): -5.9999 -5.7098 -5.9976
eigenvalues of M (eV): -6.1359 -5.9764 -5.5951
diagonal of L (sqrt(eV)): 2.4495 2.3887 2.4481
exchange energy, trace M: -17.7074 eV = -0.650734 hartree
action error on four random occupied vectors: 1.3e-14 eV
change of ACE under basis change: 6.8e-15 eV
ranks: ACE 3, VP+PV-PVP 6, full V 123
norm of VP minus its adjoint: 3.8543 eV
highest eigenvalue of full V: -0.0779 eV
null-space dimension of ACE-V: 3
smallest nonzero eigenvalue of ACE-V: 0.0779 eV
lowest six levels, full V (eV): -5.4418 -0.9155 0.6595 5.6547 8.5987 9.6969
lowest six levels, ACE (eV): -5.4418 -0.9155 0.6595 7.7296 10.5304 12.0013
lowest six levels, extended ACE (eV): -5.4418 -0.9155 0.6595 5.6547 8.5987 9.6969
gap, full V: 4.9952 eV
gap, ACE: 7.0700 eV
LUMO expectation of V: -2.3007 eV
LUMO expectation of ACE: -0.0913 eV
rotation 0.10 rad: action error 0.24323 eV, expectation error 0.022020 eV
rotation 0.05 rad: action error 0.12177 eV, expectation error 0.005519 eV
M eigenvalues without q=0 (eV): -3.3085 -3.1490 -2.7677
one plane wave without q=0, |M|: 2.7e-33 eV
two plane waves without q=0, M eigenvalues (eV): -1.0487 -1.0487
pair-density solves per ACE build: 9
self-consistency steps: full V 39, ACE 58
electronic energy without ion-ion term, full V: -2.611453 eV
electronic energy without ion-ion term, ACE: -2.611453 eV
density-matrix difference between runs (norm): 3.3e-09
```
